# Donor spin relaxation by thermal magnetic noise of a metallic half-space

## 1. What dimensions and symmetry fix

A donor electron spin sits in a semiconductor at distance \(d\) from a flat, nonmagnetic, normal metal of conductivity \(\sigma\) and temperature \(T\). Thermal currents in the metal produce a fluctuating magnetic field \(\mathbf b(t)\) at the donor, and its components at the spin frequency \(\omega\) cause spin flips.

When \(d\) is far below the skin depth
\[
\delta=\sqrt{\frac{2}{\mu_0\sigma\omega}},
\]
the metal barely screens the field, and the noise power is linear in \(\sigma\). Classical thermal noise is proportional to \(k_BT\). Each current produces a field proportional to \(\mu_0\), so the spectrum carries \(\mu_0^2\). The product \(\mu_0^2\sigma k_BT\) has the unit \(\mathrm{T^2\,m/Hz}\), so a field spectrum needs one inverse length. If the electron mean free path \(\ell\) is much shorter than \(d\), the remaining length is \(d\) itself:
\[
S=C\,\frac{\mu_0^2\sigma k_BT}{d},\qquad \frac1{T_1}\propto\gamma^2S .
\]
Here \(\gamma=g\mu_B/\hbar\).

Symmetry restricts the components. Let \(z\) be normal to the surface. The magnetic field is an axial vector, so reflection \(x\to-x\) keeps \(b_x\) and reverses \(b_y,b_z\). Hence \(S_{xy}=S_{xz}=0\). Reflection \(y\to-y\) gives \(S_{yz}=0\), and rotation about \(z\) gives \(S_{xx}=S_{yy}\). This neglects the Hall effect of the static field in the metal. Two numbers remain to be found, for the normal and the parallel noise.

## 2. From field noise to spin rates

The static field \(B_0\) points along a unit vector \(\mathbf n\) at angle \(\theta\) to the surface normal, and \(\omega=\gamma B_0\). With Pauli matrices \(\boldsymbol\tau\), the perturbation is
\[
H'=\frac{\hbar\gamma}{2}\,\mathbf b\cdot\boldsymbol\tau .
\]
Define the quantum spectrum
\[
S^q_{ij}(\omega)=\int_{-\infty}^{\infty}dt\,e^{i\omega t}\langle b_i(t)b_j(0)\rangle .
\]
For \(\omega>0\) it describes absorption of \(\hbar\omega\) by the metal, and \(S^q(-\omega)\) describes emission. The symmetrized spectrum is \(S(\omega)=\tfrac12[S^q(\omega)+S^q(-\omega)]\). It is two-sided; a one-sided spectrum per hertz is twice as large.

Let axes 1 and 2 be perpendicular to \(\mathbf n\). The spin-flip matrix elements of \(\tau_1\) and \(\tau_2\) have modulus one and differ in phase by \(\pi/2\). The cross terms therefore contain \(S^q_{12}-S^q_{21}\), which vanishes because the tensor is symmetric. To second order in \(H'\),
\[
\Gamma_\downarrow=\frac{\gamma^2}{4}\left[S^q_{11}(\omega)+S^q_{22}(\omega)\right],
\]
and \(\Gamma_\uparrow\) has \(-\omega\) in place of \(\omega\). The population \(p\) of the upper level obeys \(dp/dt=-\Gamma_\downarrow p+\Gamma_\uparrow(1-p)\). Its deviation from equilibrium, and with it that of the population difference \(2p-1\), therefore decays at the sum of the two rates:
\[
\frac1{T_1}=\Gamma_\downarrow+\Gamma_\uparrow
=\frac{\gamma^2}{2}\left[S_{11}(\omega)+S_{22}(\omega)\right].
\tag{1}
\]
This requires weak coupling and a noise memory much shorter than \(T_1\).

## 3. Noise from energy loss

The noise follows from the heat generated when a test dipole \(m\cos\omega t\) is placed at the donor site. For one field component the coupling is \(-mb\cos\omega t\). Each of its two rotating parts has amplitude \(m/2\), so the metal absorbs and emits quanta at rates \((m^2/4\hbar^2)S^q(\pm\omega)\). The mean absorbed power is
\[
P=\hbar\omega\,\frac{m^2}{4\hbar^2}\left[S^q(\omega)-S^q(-\omega)\right].
\]
In thermal equilibrium \(S^q(-\omega)=e^{-2x}S^q(\omega)\), with \(x=\hbar\omega/2k_BT\), because the initial states of emission lie higher by \(\hbar\omega\). Therefore
\[
S^q(\omega)+S^q(-\omega)=\coth x\,[S^q(\omega)-S^q(-\omega)],
\]
and
\[
S(\omega)=\frac{2\hbar P}{\omega m^2}\coth x
\;\longrightarrow\;\frac{4k_BT\,P}{\omega^2m^2}\qquad(x\ll1).
\tag{2}
\]
The last form uses \(\coth x\simeq1/x\). The full expression is the classical one multiplied by \(x\coth x\).

## 4. The electric field in the metal

Put the dipole at the origin and measure depth \(Z\) from it towards the metal, which fills \(Z>d\). For \(d\ll\delta\), the magnetic field in the part of the metal that matters is that of the bare dipole:
\[
\mathbf B=\frac{\mu_0}{4\pi}\nabla(\mathbf m\cdot\nabla)\frac1R .
\]
Take a Fourier transform in the two directions parallel to the surface. Away from the origin \(1/R\) is harmonic, so its transform is \(Ce^{-k|Z|}\). The source equation \(\nabla^2(1/R)=-4\pi\delta^3(\mathbf R)\) requires a slope jump \(-2kC=-4\pi\), so \(C=2\pi/k\). In the metal \(\partial_Z\to-k\) and \(\nabla_\parallel\to i\mathbf k\), which gives
\[
B_Z(\mathbf k,Z)=\frac{\mu_0}{2}\left(k m_Z-i\mathbf k\cdot\mathbf m_\parallel\right)e^{-kZ}.
\]

With time factor \(e^{-i\omega t}\), Faraday's law is \(\nabla\times\mathbf E=i\omega\mathbf B\). Inside a uniform metal at low frequency \(\nabla\cdot\mathbf E=0\). Current cannot leave through the surface, so \(E_Z=0\) there. Moreover,
\[
\nabla^2E_Z=-(\nabla\times\nabla\times\mathbf E)_Z=-i\omega(\nabla\times\mathbf B)_Z=0,
\]
since the bare dipole field has no curl in the metal. A harmonic \(E_Z\) that vanishes at the surface and at great depth is zero throughout. The remaining field satisfies \(\mathbf k\cdot\mathbf E=0\), so it is perpendicular to \(\mathbf k\), and the \(Z\) component of Faraday's law gives
\[
|\mathbf E(\mathbf k,Z)|=\frac{\omega}{k}|B_Z(\mathbf k,Z)| .
\]

## 5. The loss and the inverse-distance law

The mean Joule heat is \(\tfrac12\sigma\int|\mathbf E|^2dV\). Parseval's theorem turns the surface integral into one over \(\mathbf k\). For real \(\mathbf m\) the normal and parallel parts of \(B_Z\) are out of phase and have no cross term:
\[
P=\frac{\sigma\omega^2\mu_0^2}{8}\int_d^\infty dZ\int\frac{k\,dk\,d\phi}{4\pi^2}\,e^{-2kZ}\left(m_Z^2+m_\parallel^2\cos^2\phi\right).
\]
The angular integral is \(2\pi(m_Z^2+\tfrac12m_\parallel^2)\), and \(\int_0^\infty k e^{-2kZ}dk=1/(4Z^2)\). Hence
\[
P=\frac{\sigma\omega^2\mu_0^2}{8}\left(m_Z^2+\tfrac12m_\parallel^2\right)\int_d^\infty\frac{dZ}{8\pi Z^2}
=\frac{\mu_0^2\sigma\omega^2}{64\pi d}\left(m_Z^2+\tfrac12m_\parallel^2\right).
\tag{3}
\]
A layer at depth \(Z\) contributes as \(1/Z^2\), and summing the layers from \(d\) downwards gives \(1/d\). For a film of thickness \(t\) the upper limit is \(d+t\), and
\[
\frac1d-\frac1{d+t}=\frac1d\,\frac{t}{d+t}.
\]
A film much thinner than \(d\) thus gives noise proportional to \(t/d^2\). The simple inverse law needs \(t\gg d\).

Inserting (3) in (2) gives, for \(x\ll1\),
\[
S_{zz}=S_0=\frac{\mu_0^2\sigma k_BT}{16\pi d},\qquad S_{xx}=S_{yy}=\frac{S_0}{2}.
\tag{4}
\]
The constant of Section 1 is \(C=1/16\pi\) for the normal component. The frequency has cancelled: the loss grows as \(\omega^2\), and (2) divides by \(\omega^2\).

The noise along the static field is
\[
S_{nn}=S_0\left(\cos^2\theta+\tfrac12\sin^2\theta\right)=\tfrac12S_0(1+\cos^2\theta).
\]
The trace of the tensor is \(2S_0\), so the transverse sum is
\[
S_{11}+S_{22}=2S_0-S_{nn}=\tfrac12S_0(3-\cos^2\theta).
\]
Equation (1) then gives
\[
\boxed{\frac1{T_1}=\frac{\gamma^2\mu_0^2\sigma k_BT}{64\pi d}\,(3-\cos^2\theta)}
\qquad \ell\ll d\ll\delta,\quad \hbar\omega\ll2k_BT .
\tag{5}
\]
Relaxation is 1.5 times faster with the static field in the surface plane than along the normal, because the strong normal noise is then transverse to the spin axis.

For any \(x\), multiply (5) by \(x\coth x\). As \(T\to0\) at fixed \(\sigma\), \(k_BT\,x\coth x\to\hbar\omega/2\). The rate reaches a floor proportional to \(B_0\), set by spontaneous emission into the metal.

## 6. Coherence under the same noise

Noise along \(\mathbf n\) shifts the precession frequency by \(\gamma b_n\). For times long compared with the noise memory, the accumulated phase has variance \(\gamma^2S_{nn}(0)t\). Averaging a Gaussian phase factor gives the decay rate \(\gamma^2S_{nn}(0)/2\). Spin flips add half the sum of the two flip rates, \(1/(2T_1)\), because each state's amplitude decays at half the rate of its population. In the thermal regime the spectrum has the same value at zero frequency and at \(\omega\), so
\[
\frac1{T_2}=\frac{\gamma^2S_0}{8}(3-\cos^2\theta)+\frac{\gamma^2S_0}{4}(1+\cos^2\theta)
=\frac{\gamma^2S_0}{8}(5+\cos^2\theta).
\]
Since \(1/T_1=\gamma^2S_0(3-\cos^2\theta)/4\),
\[
\frac{T_2}{T_1}=\frac{2(3-\cos^2\theta)}{5+\cos^2\theta}.
\]
The ratio runs from \(2/3\) for a normal field to \(6/5\) for an in-plane field. A spin echo does not remove this dephasing: phases from separate time intervals are independent, and reversing the sign of one leaves the total variance unchanged.

## 7. Where the skin effect ends the law

For general \(d/\delta\), the field in the metal obeys \(\nabla^2\mathbf B=-i\omega\mu_0\sigma\mathbf B\). Its depth dependence is \(e^{-\kappa Z}\) with \(\kappa^2=k^2-2i/\delta^2\). With depth measured from the surface, let the field outside be \(B_Z\propto e^{-kZ}+re^{kZ}\). Both \(B_Z\) and \(\partial_ZB_Z\) are continuous, the latter because \(\mathbf B_\parallel\) is continuous and \(\nabla\cdot\mathbf B=0\). Thus
\[
k(1-r)=\kappa(1+r),\qquad r=\frac{k-\kappa}{k+\kappa}.
\]
The field returned to a normal dipole is \(Gm\), with
\[
G=\frac{\mu_0}{4\pi}\int_0^\infty k^2r\,e^{-2kd}\,dk .
\]
The loss is \(P=\tfrac12\omega m^2\,\mathrm{Im}\,G\). For a parallel dipole the same \(r\) appears with an extra \(\cos^2\phi\), which averages to one half, so the ratio in (4) survives.

For \(k\delta\gg1\), \(r\simeq i/(2k^2\delta^2)\), and the integral reproduces (3). To find the correction, put \(s=k\delta\) and \(\varepsilon=d/\delta\). The noise relative to (4) is
\[
F=4\varepsilon\int_0^\infty s^2\,\mathrm{Im}\,r\,e^{-2\varepsilon s}ds
=1+4\varepsilon\int_0^\infty\left(s^2\,\mathrm{Im}\,r-\tfrac12\right)e^{-2\varepsilon s}ds .
\]
At first order the last exponential is one. Set \(s=ax\), where \(a=1-i\), \(a^2=-2i\), and \(x\) is now an integration variable. Then \(r=-(\sqrt{x^2+1}-x)^2\). The path can be turned back to real \(x\), since no singularity is crossed and the integrand falls as \(1/x^2\). With \(x=\sinh u\), \(r=-e^{-2u}\), and
\[
\int_0^\infty\left(x^2r+\tfrac14\right)dx=\frac18\int_0^\infty\left(2e^{-u}+e^{-3u}-e^{-5u}\right)du=\frac4{15}.
\]
The prefactor is \(a^3=-2-2i\), so the imaginary part is \(-8/15\) and
\[
F=1-\frac{32}{15}\frac d\delta+O\!\left(\frac{d^2}{\delta^2}\right).
\]
The coefficient is above two, so a separation of one tenth of the skin depth already costs a sizeable part of the noise.

In the opposite limit, \(d\gg\delta\), small \(k\) dominates. Then \(\kappa\simeq(1-i)/\delta\), \(r\simeq-1+2k/\kappa\), and \(\mathrm{Im}\,r\simeq k\delta\). Hence
\[
\mathrm{Im}\,G\simeq\frac{\mu_0\delta}{4\pi}\int_0^\infty k^3e^{-2kd}dk=\frac{3\mu_0\delta}{32\pi d^4}.
\]
The noise falls as \(d^{-4}\); the quasi-static integral has the exponent \(-3.993\) at \(d=300\,\delta\). This section neglects retardation, so this law and the ratio of parallel to normal noise also need \(d\) far below the wavelength in the semiconductor. For the parameters of Section 9 that wavelength is 9 mm in silicon. In unbounded silicon at the same temperature, retardation and thermal radiation change the noise by less than 1% up to \(d=30\,\delta\), double the parallel noise at \(100\,\delta\), and dominate it at \(300\,\delta\).

## 8. Where local conductivity ends the law

If the field varies within a mean free path, an electron averages it along its track. For a transverse field of wavenumber \(K\) in a free-electron metal, let \(c\) be the cosine of the angle between the electron velocity and \(\mathbf K\), and \(a=K\ell\). At low frequency the Boltzmann equation gives
\[
\frac{\sigma_t}{\sigma}=\frac34\int_{-1}^{1}\frac{1-c^2}{1+a^2c^2}\,dc
=\frac{3}{2a^3}\left[(1+a^2)\arctan a-a\right].
\]
Suppose that electrons reflect specularly at the surface. Their motion is then the same as in an unbounded metal with the field continued evenly, \(e^{-k|Z|}\), where \(Z\) is measured from the surface. This field has the transform \(2k/(k^2+q^2)\). Weighting the loss by its square, and putting \(q=k\tan\phi\), gives
\[
\frac{\sigma_{\rm eff}(k)}{\sigma}=\frac2\pi\int_{-\pi/2}^{\pi/2}\cos^2\phi\;\frac{\sigma_t(k/\cos\phi)}{\sigma}\,d\phi .
\]
The depth integral in Section 5 leaves the weight \(e^{-2kd}\), so the noise relative to (4) is
\[
2d\int_0^\infty e^{-2kd}\,\frac{\sigma_{\rm eff}(k)}{\sigma}\,dk .
\]
For \(d\gg\ell\), \(\sigma_t/\sigma\simeq1-a^2/5\) gives \(\sigma_{\rm eff}/\sigma\simeq1-\tfrac25k^2\ell^2\). The weighted mean of \(k^2\) is \(1/(2d^2)\), so the factor is \(1-\ell^2/(5d^2)\) to leading order. This small correction relies on specular reflection. A rough surface that scatters electrons diffusely weakens the current within about one mean free path of the surface, and the factor is then \(1-3\ell/(16d)\) to leading order.

For \(k\ell\gg1\), \(\sigma_t/\sigma\simeq3\pi/(4K\ell)\) and \(\sigma_{\rm eff}/\sigma\simeq2/(k\ell)\). When \(d\ll\ell\), the range \(1/\ell<k<1/d\) then gives a noise that grows as \(\ln(\ell/d)\) instead of \(1/d\).

## 9. A phosphorus donor under a metal gate

Take a phosphorus donor in silicon 30 nm from a disordered aluminium-like metal, at 1 K and 0.35 T in the surface plane. The rough typical values \(\sigma=10^7\) S/m and electron density \(1.8\times10^{29}\ \mathrm{m^{-3}}\) give \(\ell=4.0\) nm in the free-electron model. The spin frequency is 9.79 GHz and \(\delta=1609\) nm, so \(d/\ell=7.5\) and \(d/\delta=0.019\). Both conditions hold.

Equation (4) gives \(S_0=1.446\times10^{-22}\ \mathrm{T^2/Hz}\). For \(\theta=90^\circ\),
\[
\frac1{T_1}=\frac34\gamma^2S_0=\frac34(1.7575\times10^{11})^2(1.446\times10^{-22})\ \mathrm{s^{-1}}=3.35\ \mathrm{s^{-1}},
\]
so \(T_1=0.30\) s. The same noise alone would give \(T_2=0.36\) s.

The quantum factor is 1.018, the skin factor 0.961 and the nonlocal factor, for specular reflection, 0.997. Their product changes the rate to \(3.27\ \mathrm{s^{-1}}\), or \(T_1=0.31\) s. With diffuse reflection the nonlocal factor would be about 0.975, and \(T_1\) would still round to 0.31 s. The expansion of Section 7 gives a skin factor of 0.960 at first order. At fixed \(\sigma\), the zero-temperature floor is \(0.79\ \mathrm{s^{-1}}\).

With all else fixed, the skin factor falls to 0.69 at 300 nm and 0.33 at 1000 nm. At 3 nm, below the mean free path, the nonlocal factor is 0.89 for specular reflection; diffuse reflection lowers it further. For these parameters and specular reflection, the product of the skin and nonlocal factors stays within 5% of one between 10 and 30 nm, and is about 0.88 at both 3 nm and 100 nm. The values at 3 nm describe a point spin. A phosphorus donor cannot sit there, because its electron cloud would reach the metal and the device of Section 10 has 8 nm of oxide. The numerical output lists the intermediate distances.

## 10. Comparison with a real device

A real gate is a film of finite size, not a half-space. A wide film 50 nm thick has the factor \(50/80=0.625\), which lengthens the thermal-law \(T_1\) to about 0.48 s. If the gate is also cut to a disc of radius 50 nm centred over the donor, the normal noise falls to 0.20 of its half-space value. The parallel noise of the disc was not calculated. Removing metal cannot raise the loss, so its factor lies between zero and the wide-film value 0.625. For the in-plane static field, \(T_1\) then lies between about 0.9 and 2.3 s.

The metal must also be normal. Bulk aluminium superconducts below roughly 1.2 K, disordered films can do so at higher temperatures, and a thin film can remain superconducting in a parallel field far above the bulk critical field. Equation (5) does not apply to such a film. A cleaner normal metal has a larger \(\sigma\), but \(\ell\) grows in proportion at fixed electron density. Ten times the conductivity would make \(\ell\) about 40 nm, longer than \(d\), and the rate would rise by less than ten.

Other effects are smaller here:

- The product of \(\omega\) and the electron collision time is \(1.2\times10^{-4}\), so the static conductivity suffices. The Hall parameter has nearly the same value, because \(g\simeq2\) makes the spin and free-electron cyclotron frequencies nearly equal.
- Hyperfine mixing of the electron and nuclear states has probability \(3.6\times10^{-5}\).
- With flat bands, tunnelling to the metal through 22 nm of silicon and 8 nm of oxide is negligible. Masses of 0.19 and 0.4 electron masses in silicon and oxide, with a 3 eV oxide barrier, give about \(10^{-35}\ \mathrm{s^{-1}}\); the exponent can shift by five or more with the oxide mass and barrier. A gate field between 2 and 3 MV/m can instead draw the electron to the oxide interface. The potential drop across the silicon must exceed the donor binding energy of 45 meV, which alone takes 2 MV/m, and must also supply the part of the confinement energy at the interface that the donor's attraction does not. The example assumes a field below 2 MV/m.
- Direct phonon relaxation is of order \(10^{-4}\ \mathrm{s^{-1}}\), if the transverse \(g\) shift is taken equal to the difference of two normal strains. This is an order-of-magnitude estimate.

The finite size of the donor does not alter the coupling if its density is spherical and lies outside the metal. There each component of \(\mathbf b\) is harmonic, and the average of a harmonic function over a sphere equals its value at the centre.

Electric noise acting through spin-orbit coupling is left out, as are nuclear spins and charge traps. They can cause further relaxation and dephasing, which need not be exponential in time, so the calculated \(T_1\) and \(T_2\) describe the magnetic noise of the metal alone.

## Numbers as computed

```
g-factor: 1.9985
static field, in surface plane: 0.35 T
temperature: 1.0 K
distance to metal: 30 nm
conductivity: 1.0e+07 S/m
electron density: 1.8e+29 m^-3
gyromagnetic ratio: 1.7575e+11 rad/(s T)
spin frequency: 9.790 GHz
skin depth: 1609 nm
mean free path: 3.99 nm
d/skin depth: 0.0187; d/mean free path: 7.53
S0, normal field noise: 1.446e-22 T^2/Hz (two-sided)
parallel/normal noise from loss: 0.50000
1/T1, thermal 1/d law: 3.349 s^-1
T1, thermal 1/d law: 0.299 s
T2, same noise: 0.358 s; T2/T1: 1.200
x = hbar w/(2kT): 0.2349; x coth x: 1.0183
skin-effect factor: 0.9613
nonlocal factor: 0.9969
1/T1 with these three factors: 3.269 s^-1
T1 with these three factors: 0.306 s
zero-temperature floor of 1/T1, 1/d law: 0.787 s^-1
distance nm | 1/T1 by 1/d law s^-1 | skin factor | nonlocal factor
     3 | 3.3494e+01 | 0.9960 | 0.8858
    10 | 1.0048e+01 | 0.9869 | 0.9786
    30 | 3.3494e+00 | 0.9613 | 0.9969
   100 | 1.0048e+00 | 0.8785 | 0.9997
   300 | 3.3494e-01 | 0.6887 | 1.0000
  1000 | 1.0048e-01 | 0.3298 | 1.0000
  3000 | 3.3494e-02 | 0.0714 | 1.0000
distance exponent at d = 0.001 skin depth: -1.002
distance exponent at d = 300 skin depths: -3.993
distance exponent at d = 20 mean free paths: -0.999
distance exponent at d = 0.01 mean free path: -0.299
gate thickness: 50 nm; film factor: 0.6250
disc gate radius: 50 nm; normal-noise factor with thickness: 0.1979
Drude delay, w*tau: 1.21e-04
hyperfine constant: 117.5 MHz; mixing probability: 3.60e-05
phonon rate, order of magnitude: 1.6e-04 s^-1
oxide thickness in d: 8 nm; log10(tunnel rate in s^-1): -35
```
